**Crossing threshold of a stiff upper and a softer lower parabola**

The upper curve is ΔE + aQ²/2 and the lower curve is b(Q − ΔQ)²/2, where Q is a mass-weighted coordinate, a > b are squared angular frequencies and ΔE is the upper minimum minus the lower one. The curves have no real crossing when ΔE exceeds ΔE_c = abΔQ²/[2(a − b)]. The program asserts this from the symbolic discriminant, from numerical minimization of the gap for random curves, and from counted crossings on both sides of the threshold. It also asserts the crossing points, the barrier at tangency, the frequency sensitivities, the classical Franck–Condon density and the Hermite form of the vibrational overlaps. For phonon energies of 40 and 30 meV and ΔQ = 1.5 amu^½ Å, the output gives a threshold of 0.554 eV and a tangency barrier of 0.712 eV. The quantum Franck–Condon density at 300 K stays finite above the threshold, though it falls by a factor of about 140 between 10% below and 10% above. Morse curves with a rough depth of 5 eV move the threshold to 0.32 or 1.21 eV, depending on whether the bond is stretched or squeezed at tangency.

## Program and output

```python
"""
Result under test: a stiff upper parabola  dE + a Q^2/2  and a softer lower
parabola  b (Q-dQ)^2/2  (a > b) have no real crossing when
    dE > dE_c = a b dQ^2 / (2 (a-b)).
Q  : mass-weighted coordinate, amu^(1/2) Angstrom;  dQ : displacement of minima
a,b: squared angular frequencies, expressed in eV/(amu Angstrom^2)
dE : driving energy, upper minimum minus lower minimum, eV
Also tested: crossing points, tangency, barrier, sensitivities, and the
vibrational overlaps that keep capture alive above the classical threshold.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import minimize_scalar
from scipy.special import eval_hermite

HBAR2 = const.hbar**2 / (const.atomic_mass * 1e-20 * const.e)  # eV amu A^2
KB = const.k / const.e                                         # eV/K


def threshold(a, b, dq):
    return a * b * dq**2 / (2 * (a - b))


def gap(q, de, a, b, dq):
    return de + a * q**2 / 2 - b * (q - dq)**2 / 2


def count_crossings(q, de, a, b, dq):
    return int(np.sum(np.diff(np.sign(gap(q, de, a, b, dq))) != 0))


# ---- symbolic discriminant, taken from the definition of the two curves ----
A, B, X, DQ, DE = sp.symbols("A B X DQ DE", positive=True)
gap_symbolic = sp.expand(DE + A * X**2 / 2 - B * (X - DQ)**2 / 2)
disc = sp.discriminant(gap_symbolic, X)
assert sp.simplify(disc - (A * B * DQ**2 - 2 * (A - B) * DE)) == 0
root_de = sp.solve(disc, DE)
assert len(root_de) == 1
assert sp.simplify(root_de[0] - threshold(A, B, DQ)) == 0

# ---- numerical minimum of the gap for random curves ----
rng = np.random.default_rng(4)
for _ in range(20):
    b_r = rng.uniform(0.1, 1.0)
    a_r = b_r * rng.uniform(1.2, 4.0)
    dq_r = rng.uniform(0.3, 3.0)
    found = minimize_scalar(lambda q: gap(q, 0.0, a_r, b_r, dq_r))
    assert abs(-found.fun / threshold(a_r, b_r, dq_r) - 1) < 1e-8

# ---- worked example: rough round values ----
hw_u, hw_l, dq = 0.040, 0.030, 1.5
temp, temp_hot = 300.0, 400.0
rough_gap, rough_top_phonon, mass_s = 2.0, 0.06, 32.06
a, b = hw_u**2 / HBAR2, hw_l**2 / HBAR2
lam = b * dq**2 / 2
de_c = threshold(a, b, dq)
q_touch = -b * dq / (a - b)
barrier_touch = de_c * b / (a - b)
assert max(hw_u, hw_l) < rough_top_phonon and de_c < rough_gap

grid = np.linspace(-12.0, 13.0, 5001)
assert count_crossings(grid, 0.99 * de_c, a, b, dq) == 2
assert count_crossings(grid, 1.01 * de_c, a, b, dq) == 0
assert count_crossings(grid, 2.0, b, b, dq) == 1      # equal stiffness
assert count_crossings(grid, 2.0, b, a, dq) == 2      # softer upper curve
touch = minimize_scalar(lambda q: gap(q, de_c, a, b, dq))
assert abs(touch.x - q_touch) < 1e-5
assert abs(a * touch.x**2 / 2 - barrier_touch) < 1e-5


def crossing_points(de):
    s = math.sqrt(a / b * (1 - de / de_c))
    return q_touch * (1 - s), q_touch * (1 + s)


def numeric_roots(de):
    coeff = [(a - b) / 2, b * dq, de - b * dq**2 / 2]
    return sorted(np.roots(coeff).real, key=abs)


for de in (lam, 0.7 * de_c, 0.9 * de_c):
    assert np.allclose(crossing_points(de), numeric_roots(de), atol=1e-7)
scan = [a * numeric_roots(x)[0]**2 / 2
        for x in np.linspace(lam, 0.9999 * de_c, 40)]
assert scan[0] < 1e-12 and np.all(np.diff(scan) > 0)
assert scan[-1] < barrier_touch

# ---- sensitivities to the two frequencies ----
sens_u, sens_l = -2 * b / (a - b), 2 * a / (a - b)
h = 1e-4


def minimum_based_threshold(fu, fl):
    return -minimize_scalar(
        lambda q: gap(q, 0.0, a * fu**2, b * fl**2, dq)).fun


num_u = (minimum_based_threshold(1 + h, 1)
         - minimum_based_threshold(1 - h, 1)) / (2 * h * de_c)
num_l = (minimum_based_threshold(1, 1 + h)
         - minimum_based_threshold(1, 1 - h)) / (2 * h * de_c)
assert abs(num_u - sens_u) < 1e-4 and abs(num_l - sens_l) < 1e-4


# ---- vibrational states and their overlaps on a grid ----
def oscillator_states(hw, centre, count):
    scale = math.sqrt(hw / HBAR2)
    x = scale * (grid - centre)
    out = np.zeros((count, grid.size))
    out[0] = math.sqrt(scale) * np.pi**-0.25 * np.exp(-x**2 / 2)
    out[1] = math.sqrt(2) * x * out[0]
    for n in range(1, count - 1):
        out[n + 1] = (math.sqrt(2 / (n + 1)) * x * out[n]
                      - math.sqrt(n / (n + 1)) * out[n - 1])
    return out


n_u, n_l = 90, 150
overlap = (oscillator_states(hw_u, 0.0, n_u)
           @ oscillator_states(hw_l, dq, n_l).T) * (grid[1] - grid[0])
e_u = hw_u * (np.arange(n_u) + 0.5)
e_l = hw_l * (np.arange(n_l) + 0.5)


def gauss(x, width):
    return np.exp(-x**2 / (2 * width**2)) / (width * math.sqrt(2 * np.pi))


def thermal_weights(t):
    w = np.exp(-(e_u - e_u[0]) / (KB * t))
    return w / w.sum()


def quantum_density(de, t, width):
    mismatch = de + e_u[:, None] - e_l[None, :]
    return float(thermal_weights(t)
                 @ np.sum(overlap**2 * gauss(mismatch, width), axis=1))


def position_density(q, t):
    return np.sqrt(a / (2 * np.pi * KB * t)) * np.exp(-a * q**2 / (2 * KB * t))


def classical_density(de, t):
    if de > de_c:
        return 0.0
    return sum(position_density(q, t) / abs((a - b) * q + b * dq)
               for q in crossing_points(de))


fine = np.linspace(-8.0, 8.0, 60001)


def classical_by_quadrature(de, t, width):
    f = position_density(fine, t) * gauss(gap(fine, de, a, b, dq), width)
    return float(np.sum(f) * (fine[1] - fine[0]))


# sum rule and first moment of the overlap distribution
w300 = thermal_weights(temp)
assert abs(w300 @ np.sum(overlap**2, axis=1) - 1) < 1e-8
moment = w300 @ np.sum(overlap**2 * (e_l[None, :] - e_u[:, None]), axis=1)
mean_q2 = HBAR2 / (2 * hw_u) / math.tanh(hw_u / (2 * KB * temp))
assert abs(moment - (lam + (b - a) * mean_q2 / 2)) < 1e-7
# crossing formula against direct quadrature with a narrow energy window
direct = classical_by_quadrature(0.9 * de_c, temp, 2e-4)
assert abs(direct / classical_density(0.9 * de_c, temp) - 1) < 0.01
# hot limit: quantum density approaches the classical one, same broadening
for de in (0.10, 0.25, 0.40):
    ratio = (quantum_density(de, 3000.0, 0.04)
             / classical_by_quadrature(de, 3000.0, 0.04))
    assert abs(ratio - 1) < 0.05   # residual quantum corrections

broad = 0.015
driving = [0.9 * de_c, de_c, 1.1 * de_c]
f_q = [quantum_density(x, temp, broad) for x in driving]
f_cl_below = classical_density(driving[0], temp)
assert f_q[0] > 10 * f_cl_below            # tunnelling already dominates
assert 0.5 < f_q[1] / math.sqrt(f_q[0] * f_q[2]) < 2   # no abrupt change
hot_ratio = quantum_density(driving[2], temp_hot, broad) / f_q[2]

# overlap of the upper ground state with lower level n: Hermite closed form
squeeze = (hw_u - hw_l) / (hw_u + hw_l)
y = math.sqrt(2 * de_c / hw_l)
for n in range(41):
    closed = (squeeze**(n / 2) * eval_hermite(n, -y)
              / math.sqrt(2.0**n * math.factorial(n)))
    assert abs(overlap[0, n] / overlap[0, 0] - closed) < 1e-9
signed = np.array([(-1)**n * overlap[0, n] for n in range(41)])
first_flip = int(np.argmax(signed < 0))
assert signed[first_flip] < 0
flip_energy = e_l[first_flip] - e_u[0]
assert flip_energy > de_c


# ---- anharmonicity: Morse curves with unchanged curvature at the minima ----
def morse_threshold(depth, sense):
    def curve(k, x):
        return depth * (1 - np.exp(-sense * math.sqrt(k / (2 * depth)) * x))**2
    return float(np.max(curve(b, grid - dq) - curve(a, grid)))


for sense in (-1, 1):
    assert abs(morse_threshold(1e6, sense) / de_c - 1) < 0.01
depth = 5.0
morse_stretch = morse_threshold(depth, -1)
morse_compress = morse_threshold(depth, 1)
assert morse_stretch < de_c < morse_compress

# ---- electronic coupling: smallest adiabatic splitting at tangency ----
coupling = 0.010
splitting = min(np.ptp(np.linalg.eigvalsh(
    [[gap(q, de_c, a, b, dq), coupling], [coupling, 0.0]]))
    for q in np.linspace(q_touch - 1, q_touch + 1, 201))

print("INPUTS (rough, round values)")
print(f"upper phonon energy: {1e3*hw_u:.0f} meV")
print(f"lower phonon energy: {1e3*hw_l:.0f} meV")
print(f"displacement dQ: {dq:.2f} amu^1/2 Angstrom")
print(f"temperature: {temp:.0f} K")
print(f"rough MoS2 monolayer gap: {rough_gap:.0f} eV")
print(f"rough MoS2 top phonon energy: {1e3*rough_top_phonon:.0f} meV")
print(f"sulfur mass: {mass_s:.2f} amu")
print("HARMONIC RESULT")
print(f"hbar^2: {1e3*HBAR2:.4f} meV amu Angstrom^2")
print(f"upper curvature a: {a:.4f} eV/(amu Angstrom^2)")
print(f"lower curvature b: {b:.4f} eV/(amu Angstrom^2)")
print(f"lower relaxation energy (barrierless point): {lam:.4f} eV")
print(f"threshold driving energy: {de_c:.4f} eV")
print(f"threshold driving energy: {de_c*const.e*1e7:.3e} erg")
print(f"tangency coordinate: {q_touch:.4f} amu^1/2 Angstrom")
print(f"barrier at tangency: {barrier_touch:.4f} eV")
print(f"barrier at tangency / kT: {barrier_touch/(KB*temp):.1f}")
print(f"d ln threshold / d ln upper frequency: {sens_u:.3f}")
print(f"d ln threshold / d ln lower frequency: {sens_l:.3f}")
print("ACROSS THE THRESHOLD (F = Franck-Condon density)")
q1, q2 = crossing_points(driving[0])
print(f"10% below, driving energy: {driving[0]:.4f} eV")
print(f"10% below, crossings: {q1:.3f} and {q2:.3f} amu^1/2 Angstrom")
print(f"10% below, lower barrier: {a*q1**2/2:.4f} eV")
print(f"10% above, driving energy: {driving[2]:.4f} eV")
print(f"10% above, smallest gap: {np.min(gap(grid,driving[2],a,b,dq)):.4f} eV")
print(f"Gaussian broadening of quantum F: {1e3*broad:.0f} meV")
print(f"classical F 10% below: {f_cl_below:.2e} 1/eV")
print(f"quantum F 10% below: {f_q[0]:.2e} 1/eV")
print(f"quantum F at threshold: {f_q[1]:.2e} 1/eV")
print(f"quantum F 10% above: {f_q[2]:.2e} 1/eV")
print(f"quantum/classical F 10% below: {f_q[0]/f_cl_below:.1e}")
print(f"first extra sign change, lower level n: {first_flip}")
print(f"driving energy resonant with that level: {flip_energy:.3f} eV")
print("NEGLECTED EFFECTS")
print(f"rough Morse depth: {depth:.0f} eV")
print(f"threshold, Morse, bond stretched at tangency: {morse_stretch:.3f} eV")
print(f"threshold, Morse, bond squeezed at tangency: {morse_compress:.3f} eV")
reach = (dq - q_touch) / math.sqrt(mass_s) / 10
print(f"reach from lower minimum if one S atom moves: {reach:.4f} nm")
print(f"rough electronic coupling: {1e3*coupling:.0f} meV")
print(f"adiabatic splitting at tangency: {1e3*splitting:.1f} meV")
print(f"zero-point difference: {1e3*(hw_u-hw_l)/2:.1f} meV")
print(f"kT at {temp:.0f} K: {1e3*KB*temp:.1f} meV")
print(f"kT at {temp_hot:.0f} K: {1e3*KB*temp_hot:.1f} meV")
print(f"quantum F 10% above, ratio 400 K / 300 K: {hot_ratio:.2f}")
print("checks complete")
```

It prints:

```
INPUTS (rough, round values)
upper phonon energy: 40 meV
lower phonon energy: 30 meV
displacement dQ: 1.50 amu^1/2 Angstrom
temperature: 300 K
rough MoS2 monolayer gap: 2 eV
rough MoS2 top phonon energy: 60 meV
sulfur mass: 32.06 amu
HARMONIC RESULT
hbar^2: 4.1802 meV amu Angstrom^2
upper curvature a: 0.3828 eV/(amu Angstrom^2)
lower curvature b: 0.2153 eV/(amu Angstrom^2)
lower relaxation energy (barrierless point): 0.2422 eV
threshold driving energy: 0.5536 eV
threshold driving energy: 8.870e-13 erg
tangency coordinate: -1.9286 amu^1/2 Angstrom
barrier at tangency: 0.7118 eV
barrier at tangency / kT: 27.5
d ln threshold / d ln upper frequency: -2.571
d ln threshold / d ln lower frequency: 4.571
ACROSS THE THRESHOLD (F = Franck-Condon density)
10% below, driving energy: 0.4983 eV
10% below, crossings: -1.115 and -2.742 amu^1/2 Angstrom
10% below, lower barrier: 0.2381 eV
10% above, driving energy: 0.6090 eV
10% above, smallest gap: 0.0554 eV
Gaussian broadening of quantum F: 15 meV
classical F 10% below: 1.13e-03 1/eV
quantum F 10% below: 5.94e-02 1/eV
quantum F at threshold: 6.71e-03 1/eV
quantum F 10% above: 4.23e-04 1/eV
quantum/classical F 10% below: 5.3e+01
first extra sign change, lower level n: 25
driving energy resonant with that level: 0.745 eV
NEGLECTED EFFECTS
rough Morse depth: 5 eV
threshold, Morse, bond stretched at tangency: 0.316 eV
threshold, Morse, bond squeezed at tangency: 1.208 eV
reach from lower minimum if one S atom moves: 0.0606 nm
rough electronic coupling: 10 meV
adiabatic splitting at tangency: 20.0 meV
zero-point difference: 5.0 meV
kT at 300 K: 25.9 meV
kT at 400 K: 34.5 meV
quantum F 10% above, ratio 400 K / 300 K: 1.99
checks complete
```
